\section*{The Square-Root-Permittivity Preconditioner for the Generalised Poisson Equation, part 2}

The problem is the electrostatic equation in a periodic cell of volume $V$,
\[
A\phi=b,\qquad A=-\nabla\cdot(\varepsilon\nabla),\qquad b=4\pi e^2(n-\langle n\rangle)=8\pi(n-\langle n\rangle),
\]
in Rydberg atomic units, where $e^2=2$. Here $\varepsilon(\mathbf r)$ is the relative permittivity, $n$ the number density of positive unit charges, $\phi$ the potential energy of a positive unit test charge, and $\langle\cdot\rangle$ the cell average. With $s=\sqrt\varepsilon$, the operator identity is $A=P+q$, where $P\phi=-s\,\nabla^2(s\phi)$ and $q=s\nabla^2s$.

$G$ divides each Fourier component with $\mathbf k\ne0$ by $k^2$ and removes the mean. The square-root form is conjugate gradients preconditioned by $M=s^{-1}Gs^{-1}$. It is equivalent to ordinary conjugate gradients, started from $y=0$, for
\[
By=X^{T}b,\qquad B=X^{T}AX,\qquad X=s^{-1}G^{1/2},
\]
with $\phi=Xy$ and $y$ of zero mean. The solution is $y_*$, the iterate after $m$ steps is $y_m$, and $\|y\|_B^2=(y,By)$, where $(\cdot,\cdot)$ integrates a product over the cell. The residual is $r=b-A\phi$, and the solution has $\int s\,\phi\,d^3r=0$.

Put $u=s\phi=G^{1/2}y$ and $W=\nabla^2s/s$. Then $(y,By)=\int\varepsilon|\nabla(u/s)|^2d^3r$ and $(y,y)=\int|\nabla u|^2d^3r$. With $W_+=\max W$ and $W_-=\min W$, the number of eigenvalues $\lambda$ of $B$ farther than $\delta$ from 1 obeys
\[
N(|\lambda-1|>\delta)\le
\#\{0<k^2<W_+/\delta\}+\#\{0<k^2<|W_-|/\delta\}.
\]

On a cubic grid of spacing $h$, the identity is exact if the permittivity on the face between points $i$ and $j$ is $\varepsilon_{ij}=s_is_j$; arithmetic means leave off-diagonal entries. The dense-grid checks listed at the end used random $s$ between 1 and 2 on a $6\times6\times6$ grid with $h=0.5$ nm.

A case with numbers, in units one can picture, has been requested. The answer follows.

\textbf{A.} Take a slab 2.0 nm thick with permittivity 12, a rough value for silicon, in vacuum. The periodic cell is $3.2\times3.2\times4.8$ nm. With $z$ along the slab normal, $a=1.0$ nm and interface width $w=0.30$ nm,
\begin{equation}
\varepsilon(z)=12^{f(z)},\qquad f(z)=\tfrac12\left[\operatorname{erf}\frac{z+a}{w}-\operatorname{erf}\frac{z-a}{w}\right],
\end{equation}
continued periodically. The charge is one positive unit with a Gaussian profile of standard deviation 0.20 nm, centred at $z=0.4$ nm. In these units $e^2$ in the source stands for $e^2/(4\pi\epsilon_0)$ in eV\,nm.

Write $s=e^g$ with $g=\tfrac12\ln\varepsilon$. Then $\nabla s=s\nabla g$, and a second derivative gives
\begin{equation}
W=\nabla^2g+|\nabla g|^2 .
\end{equation}
On the grid with $h=0.0889$ nm, $W$ runs from $-4.89$ to $9.21\ \mathrm{nm^{-2}}$. For $\delta=0.2$ the two limits on $k^2$ are about 46 and $24\ \mathrm{nm^{-2}}$. The density of plane waves, $V/(2\pi)^3$, times the volume of a sphere in $\mathbf k$ gives $Vk^3/(6\pi^2)$. With $V=49.2\ \mathrm{nm^3}$ the two counts are about 260 and 100, roughly 360 in all. The direct count on this grid is 392.

The true number is smaller. Since $\varepsilon$ depends on $z$ alone, different in-plane wavevectors do not mix, and the whole spectrum can be computed block by block. There are 52 eigenvalues farther than 0.2 from 1, out of 20\,735 nonzero ones on the coarsest grid, 69\,983 on the next and 165\,887 on the finest. The number is 52 on all three.

\textbf{Q.} A simpler choice is to use $G$ itself and ignore the variation of $\varepsilon$. What does the square root buy?

\textbf{A.} With $G$ alone the relevant quotient is
\begin{equation}
\frac{\int\varepsilon|\nabla\phi|^2d^3r}{\int|\nabla\phi|^2d^3r},
\end{equation}
which lies between the smallest and largest $\varepsilon$. The condition number $\kappa$, the largest eigenvalue over the smallest, is then at most the permittivity contrast, on any grid. But the eigenvalues do not cluster at one value. Take $\phi=\chi\cos(\mathbf k\cdot\mathbf r)$ with a smooth envelope $\chi$ localised near $\mathbf r_0$. For large $k$ the gradient is dominated by $-\mathbf k\chi\sin(\mathbf k\cdot\mathbf r)$, and the quotient tends to an average of $\varepsilon$ near $\mathbf r_0$. If the packet is narrow enough for $\varepsilon$ to be almost constant across it, yet many wavelengths wide, it is nearly an eigenfunction. Eigenvalues therefore approach every value that $\varepsilon$ takes, and a finer grid holds more such packets.

The slab shows it. The numbers of eigenvalues between 1.5 and 10 on the three grids are 4649, 15\,553 and 36\,864. From the first grid to the last they grow by a factor 7.9, while the number of points grows by 8.

\textbf{Q.} How do eigenvalues translate into iterations?

\textbf{A.} After $m$ steps the search space consists of polynomials in $B$ of degree below $m$ applied to the first residual. The error is then $p(B)$ applied to the initial error, with $p$ of degree at most $m$ and $p(0)=1$. Conjugate gradients choose the best $p$, so
\begin{equation}
\frac{\|y_*-y_m\|_B}{\|y_*\|_B}\le\min_{p(0)=1}\ \max_{\lambda}|p(\lambda)| .
\end{equation}
Any particular $p$ gives a bound. Take the Chebyshev polynomial $T_m$, which satisfies $|T_m|\le1$ on $[-1,1]$, map the interval from $\lambda_{\min}$ to $\lambda_{\max}$ onto $[-1,1]$, and divide by the value at $\lambda=0$. That point maps to a point of magnitude $x=(\kappa+1)/(\kappa-1)$. Writing $x=\tfrac12(t+1/t)$, we have $T_m(x)=\tfrac12(t^m+t^{-m})\ge\tfrac12t^m$. The solution is $t=(\sqrt\kappa+1)/(\sqrt\kappa-1)$, since
\begin{equation}
\frac12\,\frac{(\sqrt\kappa+1)^2+(\sqrt\kappa-1)^2}{\kappa-1}=\frac{\kappa+1}{\kappa-1}.
\end{equation}
Therefore
\begin{equation}
\frac{\|y_*-y_m\|_B}{\|y_*\|_B}\le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^m .
\end{equation}
For the square-root form at $h=0.0889$ nm the spectrum runs from 0.656 to 2.561, so $\kappa=3.91$. The bound falls by a factor 0.328 per step and guarantees a relative error of $10^{-10}$ after 22 steps. With $G$ alone $\kappa=12.0$.

\textbf{Q.} And what does the iteration do?

\textbf{A.} The iterations were stopped when the residual norm had fallen to $10^{-10}$ of the norm of $b$. The counts are:
\begin{center}
\begin{tabular}{cccc}
$h$ (nm) & square-root form & $G$ alone & none\\
0.1333 & 15 & 35 & 373\\
0.0889 & 15 & 39 & 566\\
0.0667 & 15 & 40 & not run
\end{tabular}
\end{center}
Without a preconditioner the largest eigenvalue of $A$ grows as $1/h^2$ while the smallest nonzero one settles to a finite value, so $\sqrt\kappa$ grows as $1/h$. Between the first two grids $1/h$ grows by 1.50 and the count by 1.52. Both preconditioners need one pair of Fourier transforms per step, so the gain from 40 to 15 steps is also a gain in transforms. Run times were not measured.

\textbf{Q.} Fifteen is below the guaranteed 22. Is clustering the reason?

\textbf{A.} The 22 steps refer to the error norm and the 15 to the residual, so look at the error itself. On the middle grid its relative value is $2.2\times10^{-1}$ after 1 step, $1.3\times10^{-3}$ after 5, $5.3\times10^{-7}$ after 10 and $6.4\times10^{-11}$ after 15. The mean factor per step is 0.28 from step 1 to 5, then 0.21, then 0.16. The convergence accelerates, which a bound with a fixed factor cannot describe.

Clustering permits this. A polynomial may spend some of its zeros on the outlying eigenvalues and use the rest on the cluster. For a cluster from 0.8 to 1.2 the condition number is 1.5 and the Chebyshev factor is 0.10. Equal eigenvalues need one zero between them, and those absent from the source need none. Here the source excites 14 distinct eigenvalues farther than 0.2 from 1, too many to remove one by one and still leave steps for the cluster, so the gain is partial. Zeros on the three highest and two lowest excited eigenvalues, with a Chebyshev polynomial for the rest, bound the error after 15 steps by about $10^{-9}$. The condition number alone gives $10^{-7}$. The iteration does better still. The bound uses one particular polynomial and its largest value on the spectrum, whereas conjugate gradients choose the best polynomial for the shares in which this source excites the eigenvalues.

\textbf{Q.} You gave the interface a comfortable width. Make it sharper.

\textbf{A.} Then $W$ grows. For a single interface of fixed shape, $\nabla g$ scales as $1/w$ and $\nabla^2g$ as $1/w^2$, so $W$ scales as $1/w^2$. With $h=0.0889$ nm and permittivity 12 held fixed, the square-root form takes 12, 15 and 21 steps for $w=0.45$, 0.30 and 0.15 nm. With $G$ alone the counts are 40, 39 and 35.

In the limit of an abrupt step the square-root form loses its bounded condition number. Using $\nabla(u/s)=(\nabla u-u\nabla g)/s$, the quotient for a fixed smooth $u$ of zero mean is
\begin{equation}
\frac{\int|\nabla u-u\nabla g|^2d^3r}{\int|\nabla u|^2d^3r}.
\end{equation}
Its part $\int u^2|\nabla g|^2d^3r$ grows as $1/w$ if $u\ne0$ on the interface, whereas the cross term stays finite because $g$ changes by a fixed amount. The bound for $G$ alone does not depend on $w$. At the narrowest width tried here the square-root form was still ahead.

\textbf{Q.} Does a higher permittivity reverse the order?

\textbf{A.} Not in this case. $W$ depends on $\varepsilon$ through its logarithm, while the bound for $G$ alone depends on the square root of the contrast. With $w=0.30$ nm and the same grid, slab permittivities 4, 12 and 80 require 12, 15 and 21 steps with the square-root form, and 22, 39 and 86 with $G$ alone. All these comparisons keep the cell fixed. A larger cell admits longer waves, and there the square-root form loses ground. Take $u=\cos k_1x$ with $x$ in the slab plane and $k_1=2\pi$ divided by the cell side. Since $\nabla g$ is normal to the slab, the quotient above equals $1+\langle|\nabla g|^2\rangle/k_1^2$, so for wide cells the largest eigenvalue grows as the square of the side. The smallest one falls as well: for $u=s\cos k_1x$ the quotient is $k_1^2\langle\varepsilon\rangle/(k_1^2\langle\varepsilon\rangle+\langle|\nabla s|^2\rangle)$, which decreases as the inverse square of the side. At $h=0.1333$ nm, cell sides of 3.2, 6.4, 12.8 and 25.6 nm take 15, 19, 28 and 50 steps, while $G$ alone takes 35 to 37. In the widest of these cells $G$ alone is the better choice.

\textbf{Q.} Fast convergence to a wrong answer is no use. What is the energy?

\textbf{A.} The energy is $E=\tfrac12\int(n-\langle n\rangle)\phi\,d^3r$. The three grids give 0.198614, 0.197665 and 0.197341 eV. For an error proportional to $h^2$, halving $h$ divides it by four, so the first and third values extrapolate to
\begin{equation}
E=\frac{4(0.197341)-0.198614}{3}\ \mathrm{eV}=0.19692\ \mathrm{eV}.
\end{equation}
A separate solution used a Fourier derivative in $z$, a direct linear solve for each in-plane wavevector, and neither conjugate gradients nor $M$. It gives 0.19693 eV, or 0.01447 Ry. Against it the grid error falls with observed order 2.04.

\textbf{Q.} Is that the electrostatic energy of a charged defect in silicon?

\textbf{A.} No. It belongs to this periodic cell with its background. Doubling the cell height to 9.6 nm raises it by 0.268 eV, more than its own value. The part averaged over the cell's cross-section $S$ explains the trend. The charge acts as a sheet of density $1/S$, compensated over the height $L$. For a thin sheet in vacuum the field is $4\pi e^2(\tfrac12-z/L)/S$ for $0<z<L$, and its energy is
\begin{equation}
\frac{S}{8\pi e^2}\int_0^L\left(\frac{4\pi e^2}{S}\right)^2\left(\frac12-\frac zL\right)^2dz=\frac{\pi e^2L}{6S},
\end{equation}
which grows linearly with $L$. For the added 4.8 nm this vacuum formula gives 0.35 eV. The averaged part of the actual solution rises by 0.268 eV, the whole of the change; it is smaller mainly because the slab screens part of the field. Doubling the cell side instead changes the energy by only $-0.005$ eV, but this is no sign of convergence. The averaged part scales as $1/S$ and falls fourfold, so the other parts must have risen by nearly as much.

\textbf{Q.} And the silicon itself?

\textbf{A.} A permittivity near 12 is typical of bulk silicon. A 2 nm slab is very thin, and oxide rather than vacuum may bound it. With a permittivity of 3.9 outside, the energy would fall by about 0.05 eV. If thinness lowered the permittivity to 10, the energy would rise by 0.028 eV; an interface of 0.20 nm would lower it by 0.001 eV. A correction of similar size comes from the assumption of local screening: short waves are in fact screened less than long ones. For the Gaussian in bulk, local screening gives a self-energy of 0.169 eV. The model $\varepsilon(k)=1+[1/(12-1)+k^2/k_{\mathrm{TF}}^2]^{-1}$, with the Thomas--Fermi wavevector $k_{\mathrm{TF}}$ taken from silicon's valence density, gives 0.215 eV, which is 27\% more. The figure depends on the form of the model: multiplying the $k^2$ term by 1.563 and adding the free-electron term in $k^4$ raises it to 42\%. The peak field in the slab is about 7 MV/cm, or about 0.16 V across a bond length of 0.235 nm. This is far above the breakdown field of bulk silicon, roughly 0.3 MV/cm, and although fields of several MV/cm are confined to within a few bond lengths of the charge, the field exceeds 0.3 MV/cm in about nine tenths of the slab volume in this cell. The model assumes that the response stays linear at this field; the nonlinear part was not calculated. Free carriers matter little at a density of $10^{16}\ \mathrm{cm^{-3}}$ and 300 K, where the Debye length is 41 nm. These corrections limit what the solution says about a real slab. A different smooth $\varepsilon(\mathbf r)$ leaves the operator identity intact. Wavevector-dependent screening does not: the response at one point then depends on the field at others, and the operator is no longer $-\nabla\cdot(\varepsilon\nabla)$ with a scalar function $\varepsilon(\mathbf r)$.

\section*{Computed results}
\begin{verbatim}
slab permittivity 12.0, thickness 2.0 nm
interface width 0.30 nm, Gaussian sigma 0.20 nm
cell 3.2 x 3.2 x 4.8 nm, charge z 0.4 nm
relative residual target 1e-10
dense grid identity, largest error 6.4e-14 nm^-2
arithmetic faces, largest off-diagonal 1.874 nm^-2
dense MA: lowest |eigenvalue| 8.2e-17, next 0.5796
gauge sum of s*phi, relative 4.5e-17
grid 24x24x36, h 0.1333 nm: iterations root 15, Laplacian 35, none 373
grid 36x36x54, h 0.0889 nm: iterations root 15, Laplacian 39, none 566
grid 48x48x72, h 0.0667 nm: iterations root 15, Laplacian 40, none not run
n=24: root eigenvalues off 1 by >0.2: 52 (bound 344) of 20735
n=24: Laplacian eigenvalues between 1.5 and 10: 4649
n=36: root eigenvalues off 1 by >0.2: 52 (bound 392) of 69983
n=36: Laplacian eigenvalues between 1.5 and 10: 15553
n=48: root eigenvalues off 1 by >0.2: 52 (bound 376) of 165887
n=48: Laplacian eigenvalues between 1.5 and 10: 36864
n=36 W range -4.89 to 9.21 nm^-2
n=36 root spectrum 0.6559 to 2.5614, condition 3.91
n=36 Laplacian spectrum 1.0000 to 11.9999, condition 12.00
n=36 CG bound: factor 0.3280 per step, 22 steps to 1e-10
n=36 measured mean energy-norm factor 0.2092 per step
n=36 relative energy-norm error after 1 steps 2.21e-01
n=36 relative energy-norm error after 5 steps 1.33e-03
n=36 relative energy-norm error after 10 steps 5.26e-07
n=36 relative energy-norm error after 15 steps 6.42e-11
n=36 width 0.15 nm: iterations root 21, Laplacian 35
n=36 width 0.30 nm: iterations root 15, Laplacian 39
n=36 width 0.45 nm: iterations root 12, Laplacian 40
n=36 slab permittivity 4: iterations root 12, Laplacian 22
n=36 slab permittivity 80: iterations root 21, Laplacian 86
cell energy n=24: 0.198614 eV
cell energy n=36: 0.197665 eV
cell energy n=48: 0.197341 eV
cell energy, grid extrapolated 0.196917 eV
cell energy, collocation 0.196932 eV = 0.014474 Ry
observed grid order 2.038
energy change, cell height 4.8 to 9.6 nm: +0.2679 eV
energy change, cell side 3.2 to 6.4 nm: -0.0053 eV
energy change, slab permittivity 12 to 10: +0.0279 eV
energy change, interface width 0.3 to 0.2 nm: -0.0011 eV
bulk Gaussian self-energy, local screening 0.1693 eV
same, model wavevector-dependent screening 0.2148 eV
peak field in slab 6.91 MV/cm
potential drop over 0.235 nm at that field 0.162 V
Debye length at 1e16 cm^-3 and 300 K 41.4 nm
\end{verbatim}
